\section*{Where the High-Energy Axial Critical Angle Fails for Boron in Silicon}

\section{Problem}

A fast ion of nuclear charge $Z_1$, mass $M$ and kinetic energy $E$ travels at a small angle $\psi$ to a straight row of atoms of nuclear charge $Z_2$ and spacing $d$. In Hartree atomic units the ion and one atom repel through Lindhard's standard potential
\begin{equation}
V(R)=Z_1Z_2\left(\frac1R-\frac{1}{\sqrt{R^2+3a^2}}\right),
\end{equation}
where $a$ is the screening length. At high energy the characteristic angle for reflection by the row is
\begin{equation}
\psi_1=\sqrt{\frac{2Z_1Z_2}{Ed}} .
\end{equation}
Take the row as isolated, the atoms as fixed and the motion as classical, in a plane containing the row, without electronic energy loss.

\begin{enumerate}
\item Find the row potential averaged along the row, and the turning point that belongs to $\psi_1$.
\item Find the energy $E'$ at which $\psi_1=a/d$, and show that the averaged potential is justified at that turning point if $E\gg E'$.
\item Treat the atoms as separate weak deflectors. Show that $E/E'$ is the only parameter left, and estimate the smallest incident angle $\psi_c$ at which an ion can cross the row. Give its high- and low-energy limits.
\item Evaluate $E'$ for boron in silicon and decide how sharply, and at what energies, the high-energy law fails.
\end{enumerate}

\section{Solution}

\subsection{The averaged row}

At distance $r$ from the row, the potential averaged over one spacing in an infinite row is the integral of a single atomic potential divided by $d$. Since $\int_{-L}^{L}dz/\sqrt{r^2+z^2}=2\,\mathrm{arsinh}(L/r)$, which tends to $2\ln(2L/r)$ for large $L$, the cutoff $L$ cancels between the two terms of $V$:
\begin{equation}
U(r)=\frac{Z_1Z_2}{d}\,2\ln\frac{\sqrt{r^2+3a^2}}{r}
=\frac{Z_1Z_2}{d}\,u(x),\qquad
u(x)=\ln\left(1+\frac{3}{x^2}\right),\quad x=\frac ra .
\end{equation}
The transverse kinetic energy is $\tfrac12M(v\psi)^2=E\psi^2$. In the averaged potential the ion turns where $E\psi^2=U(r_{\min})$. For $\psi=\psi_1$ the left side is $2Z_1Z_2/d$, so $u=2$ and
\begin{equation}
x_1^2=\frac{3}{\mathrm e^2-1},\qquad r_{\min}=0.685\,a .
\end{equation}
The angle $\psi_1$ thus describes an ion that penetrates the screening cloud.

\subsection{The crossover energy}

Setting $\psi_1^2=a^2/d^2$ gives
\begin{equation}
\frac{2Z_1Z_2}{E'd}=\frac{a^2}{d^2}
\quad\Longrightarrow\quad
E'=\frac{2Z_1Z_2\,d}{a^2}.
\end{equation}
Between neighbouring atoms the ion moves sideways by $\psi d$. The equality says that this step, at angle $\psi_1$, equals the screening length. Well above $E'$ the step is much shorter, and several atoms share the deflection.

To make this quantitative, consider one atom. For a nearly straight path the transverse impulse is the force integrated over the time $dz/v$, which is $-(d/v)U'(r)$. Dividing by the momentum $Mv$ and using $Mv^2=2E$,
\begin{equation}
\Delta\psi=-\frac{d}{2E}\,U'(r).
\end{equation}
A displacement $\delta r$ changes this deflection by $-(d/2E)U''\delta r$, and hence the position at the next atom by $-(d^2U''/2E)\,\delta r$. Averaging over the atoms is justified if the factor $d^2U''/2E$ is small. From $U''=Z_1Z_2u''/(da^2)$,
\begin{equation}
\frac{d^2U''}{2E}=\frac{Z_1Z_2d}{2Ea^2}u''=\frac{u''}{4\varepsilon},
\qquad \varepsilon=\frac{E}{E'} .
\end{equation}
The derivatives of $u=\ln(x^2+3)-2\ln x$ are
\begin{equation}
u'=-\frac{6}{x(x^2+3)},\qquad
u''=\frac{18(x^2+1)}{x^2(x^2+3)^2}.
\end{equation}
At $x_1$ one has $x_1^2+1=(\mathrm e^2+2)/(\mathrm e^2-1)$ and $x_1^2+3=3\mathrm e^2/(\mathrm e^2-1)$, so
\begin{equation}
\frac{u''(x_1)}{4\varepsilon}
=\frac{(\mathrm e^2+2)(\mathrm e^2-1)^2}{6\,\mathrm e^4}\,\frac1\varepsilon
=1.17\,\frac{E'}{E}.
\end{equation}
The derivation of $\psi_1$ is therefore self-consistent for $E\gg E'$. Near $E'$ the factor is no longer small and this argument no longer guarantees the average. The condition is sufficient, not necessary, so averaging need not fail as soon as $E'$ is reached.

\subsection{Crossing a row of separate atoms}

Measure angles in units of $a/d$: $\psi=(a/d)\phi$, with $\phi$ positive outward. The deflection becomes
\begin{equation}
\Delta\phi=-\frac da\,\frac{d}{2E}\,\frac{Z_1Z_2}{da}u'
=-\frac{Z_1Z_2d}{2Ea^2}u'
=-\frac{u'(x)}{4\varepsilon}\equiv k(x)>0,
\end{equation}
and between atoms $x$ changes by $\phi$. No parameter other than $\varepsilon$ remains. Hence $\psi_c=(a/d)\,\phi_c(\varepsilon)$, whereas $\psi_1=(a/d)\,\varepsilon^{-1/2}$. The same scaling holds for any potential of the form $(Z_1Z_2/R)f(R/a)$, with a different function $\phi_c$.

Suppose an ion reaches an atom at distance $x$ with inward angle $p>0$. Its next position is $x-p+k(x)$. It crosses the row before the next atom if
\begin{equation}
p>g(x)=x+k(x).
\end{equation}
Crossing is easiest where $g$ is smallest. Its derivative is $1-u''/(4\varepsilon)$. Because $u''$ falls steadily from infinity to zero, there is one minimum, at
\begin{equation}
u''(x_*)=4\varepsilon,\qquad p_*=x_*+k(x_*).
\end{equation}
This is the place where $d^2U''/2E=1$.

The angle $p_*$ is local; the incident angle is larger, since the ion has already been slowed sideways. Dividing the transverse energy $E\psi^2+U$ by $Ea^2/d^2$ gives $\phi^2+u/(2\varepsilon)$. I evaluate it halfway between atoms. If a collision changes $\phi_-$ to $\phi_+$, with mean $\bar\phi$, then
\begin{align}
\phi_+^2-\phi_-^2&=2\bar\phi\,\Delta\phi=-\frac{\bar\phi\,u'}{2\varepsilon},\\
\frac{u(x+\phi_+/2)-u(x-\phi_-/2)}{2\varepsilon}
&=\frac{\bar\phi\,u'}{2\varepsilon}+\frac{u''(\phi_+^2-\phi_-^2)}{16\varepsilon}+\cdots .
\end{align}
The leading changes cancel, so this quantity is nearly conserved in the earlier, more distant collisions. Before the last collision the halfway point lies at $x_*+p_*/2$. Equating the value there to the incident value $\phi_c^2$ far away gives the estimate
\begin{equation}
\phi_c^2\simeq p_*^2+\frac{u(x_*+p_*/2)}{2\varepsilon}.
\end{equation}

A numerical threshold needs this energy argument only for the small potential that remains at large distance. At threshold an ion just reaches the row, so $p=g(x)$ at its last atom. For each $x$ the collision sequence is run backward to large distance, and the resulting incident angle is minimized over $x$. At fifteen energies from $\varepsilon=10^{-4}$ to $10^3$, the estimate differs from this threshold by at most $1\%$ of the threshold.

\subsection{The two limits}

\paragraph{High energy.} For small $x$, $u''\simeq2/x^2$ and $u'\simeq-2/x$. Then
\begin{equation}
x_*=\frac{1}{\sqrt{2\varepsilon}},\qquad
k(x_*)=\frac{1}{2\varepsilon x_*}=x_*,\qquad p_*=2x_* .
\end{equation}
The halfway point is $2x_*$, where $3/(2x_*)^2=3\varepsilon/2$. With $p_*^2=2/\varepsilon$ and $\psi_c/\psi_1=\phi_c\sqrt\varepsilon$,
\begin{equation}
\frac{\psi_c}{\psi_1}\simeq
\sqrt{2+\tfrac12\ln\left(1+\tfrac32\varepsilon\right)} .
\end{equation}
The law is $E^{-1/2}$ times a slowly growing logarithmic factor. At $\varepsilon=1000$ the formula gives $2.38$ and the numerical threshold $2.37$. The constant $2$ under the root belongs to the estimate; for the numerical threshold it is about $1.94$.

\paragraph{Low energy.} For large $x$, $u\simeq3/x^2$, $u'\simeq-6/x^3$ and $u''\simeq18/x^4$. Thus $x_*^4=9/(2\varepsilon)$, or $1/\varepsilon=2x_*^4/9$, and
\begin{equation}
k(x_*)=\frac{3}{2\varepsilon x_*^3}=\frac{x_*}{3},\qquad
p_*=\frac{4x_*}{3},\qquad x_*+\frac{p_*}{2}=\frac{5x_*}{3}.
\end{equation}
The potential term is
\begin{equation}
\frac{1}{2\varepsilon}\,\frac{27}{25x_*^2}
=\frac{x_*^4}{9}\,\frac{27}{25x_*^2}=\frac{3x_*^2}{25},
\end{equation}
so that
\begin{equation}
\phi_c\simeq\sqrt{\frac{16}{9}+\frac{3}{25}}\;x_*
=\sqrt{\frac{427}{225}}\left(\frac{9}{2\varepsilon}\right)^{1/4}
=2.01\,\varepsilon^{-1/4}.
\end{equation}
The coefficient is that of the estimate; for the numerical threshold $\phi_c\varepsilon^{1/4}$ is $1.99$ at $\varepsilon=10^{-4}$ and tends to $2.00$. The critical angle now rises only as $E^{-1/4}$ when the energy falls. The collision that decides whether the ion crosses now takes place at $x_*\gg1$, outside the screening cloud, where the row is weak.

This power comes from the $1/x^2$ tail of the standard row potential. The Molière potential, with
\[
f(y)=0.35\,\mathrm e^{-0.3y}+0.55\,\mathrm e^{-1.2y}+0.10\,\mathrm e^{-6y},
\]
has an exponential tail. The same backward calculation gives $\phi_c=1.39$ at $\varepsilon=1$, against $1.46$ for the standard row, and $3.18$ against $3.21$ at $\varepsilon=0.1$. At $\varepsilon=10^{-5}$, however, its local exponent $d\ln\psi_c/d\ln E$ is $-0.12$, not $-1/4$. For boron in silicon that would be an energy of a few electronvolts, outside the model, but it shows that the quarter power is not universal. The scale $E'$ is common to both potentials.

\subsection{Boron in silicon}

Here $Z_1=5$ and $Z_2=14$. The lattice parameter is $10.263$ bohr, and atoms along $\langle110\rangle$ are separated by this length divided by $\sqrt2$, so $d=7.257$ bohr. Lindhard's choice of the Thomas--Fermi screening length is
\begin{equation}
a=\frac{0.8853}{\sqrt{5^{2/3}+14^{2/3}}}=0.2996\ \text{bohr}.
\end{equation}
Therefore
\begin{equation}
E'=\frac{2\times5\times14\times7.257}{(0.2996)^2}
\simeq1.13\times10^4\ \text{hartree}=308\ \text{keV}.
\end{equation}
At this energy both $\psi_1$ and $a/d$ equal $2.37^\circ$.

Since $E'\propto d$, the wider $\langle100\rangle$ spacing of $10.263$ bohr gives $436$ keV. Along $\langle111\rangle$ the gaps alternate; their mean, $8.888$ bohr, gives an estimate of $377$ keV, although the equal-step calculation above does not apply to that row in detail.

The screening length matters more, because it enters squared. Firsov's form, $0.8853/(Z_1^{1/2}+Z_2^{1/2})^{2/3}$, gives $383$ keV for $\langle110\rangle$, while $0.8853/Z_2^{1/3}$, which ignores the ion's electrons, gives $205$ keV. Over these three choices and three axes, $E'$ runs from $205$ to $541$ keV. The scale is a few hundred keV, but even its first digit depends on the choice of screening length.

For $\langle110\rangle$, Lindhard's $a$ and the standard potential, the numerical thresholds are as follows. The exponent is $d\ln\psi_c/d\ln E$, obtained by a finite difference.

\begin{center}
\begin{tabular}{rcccc}
$E$ (keV) & $\psi_1$ (deg) & $\psi_c$ (deg) & $\psi_c/\psi_1$ & exponent\\
10 & 13.1 & 10.5 & 0.80 & $-0.28$\\
30 & 7.58 & 7.65 & 1.01 & $-0.30$\\
100 & 4.15 & 5.20 & 1.25 & $-0.34$\\
300 & 2.40 & 3.50 & 1.46 & $-0.38$\\
1000 & 1.31 & 2.17 & 1.65 & $-0.41$\\
10000 & 0.42 & 0.82 & 1.97 & $-0.44$
\end{tabular}
\end{center}

The digits belong to this choice of potential and screening length. At $10$ keV, $300$ keV and $10$ MeV the Molière potential gives $10.8^\circ$, $3.32^\circ$ and $0.79^\circ$. The standard potential gives $10.0^\circ$, $3.40^\circ$ and $0.81^\circ$ with Firsov's $a$, and $11.5^\circ$, $3.66^\circ$ and $0.84^\circ$ with the target-only $a$. The angles thus shift by up to $9\%$. At $10$ MeV the ion moves at about $6$ atomic units and is largely stripped, so the target-only length is the more apt one; the exponent there stays at $-0.44$.

If $\psi_c$ at $300$ keV were continued to $10$ keV as $E^{-1/2}$, it would be $3.50^\circ\sqrt{30}=19.2^\circ$. The computed value is $10.5^\circ$, so the high-energy law overestimates it by a factor of $1.8$. In this sense boron at a rigid, isolated row leaves the high-energy regime below a few hundred keV.

The change is gradual. The exponent is midway between $-1/2$ and $-1/4$ at $0.81E'$, about $250$ keV; for the Molière row it takes the same value, $-3/8$, at $0.62E'$, about $190$ keV. For the rigid standard row, the logarithm keeps the exponent at $-0.44$ even at $10$ MeV. The near equality of $\psi_c$ and $\psi_1$ at $30$ keV does not signal that the high-energy law holds there: the two curves cross with different slopes.

The angle $\psi_c$ marks the first crossing of a rigid row. A stricter requirement, for example that transverse energy also be nearly conserved on reflection, gives a smaller angle. Thermal displacements are absent, and this limits what the table says about a real crystal. In silicon at room temperature they are about $0.14$ to $0.16$ bohr in each direction, depending on the Debye temperature adopted, roughly half of $a$, while at and above $E'$ the deciding collision takes place at $x_*<1$. Displaced atoms let ions cross at smaller angles, so the tabulated angles and exponents belong to the rigid row and should not be read as measured critical angles.

The $10$ keV line is the least secure. The angles there are about $0.2$ rad, and between atoms the ion moves sideways by $1.3$ bohr, about half the distance of $2.57$ bohr to the nearest parallel $\langle110\rangle$ row, so the row is no longer well isolated.
